# Out-of-plane strain of a coherent cubic (001) film

## 1. Definitions and conventions

A cubic crystal film lies on a thick, flat substrate. The axes are the cube axes of the film: $x=[100]$, $y=[010]$ and $z=[001]$, with $z$ normal to the surface. The displacement of a material point from its place in the unstrained film is $u_i$, and the strain is

$$e_{ij}=\tfrac12(\partial_i u_j+\partial_j u_i).$$

With this definition $e_{xz}$ is, for small strains, half the decrease (in radians) of the right angle between material lines initially along $x$ and $z$. The stress $\sigma_{ij}$ is the $i$ component of force per area on a face with normal $j$. Tension and stretching are positive.

The unstrained film has lattice parameter $a_f$ and the substrate has $a_s$. The film is *coherent*: its atomic rows continue those of the substrate, so its in-plane lattice parameter is $a_\parallel=a_s$. Therefore

$$e_{xx}=e_{yy}=e_\parallel=\frac{a_s-a_f}{a_f},\qquad e_{xy}=0.$$

The reference length is $a_f$, not $a_s$. A film with the larger natural lattice parameter is compressed, and $e_\parallel<0$.

The vertical lattice parameter is $a_\perp=a_f(1+e_\perp)$, with $e_\perp=e_{zz}$. The statement to be derived is

$$\boxed{e_\perp=-D\,e_\parallel,\qquad D=\frac{2C_{12}}{C_{11}}}$$

where $C_{11}$ and $C_{12}$ are elastic constants of the film. It holds to first order in strain, for a uniform film with a force-free top surface, away from its edges.

## 2. The elastic energy of a cubic crystal

For small strains the elastic energy per volume, $w$, is quadratic in the six strains. Symmetry decides which products may appear.

A half-turn about $z$ reverses $x$ and $y$. It changes the signs of $e_{xz}$ and $e_{yz}$ and leaves the other strains alone. Half-turns about $x$ and $y$ act correspondingly. The energy must not change, which has two consequences:

- A product of a normal strain and a shear strain is forbidden, because some half-turn reverses the shear and no half-turn reverses the normal strain.
- A product of two different shears is forbidden. For example, the half-turn about $x$ reverses $e_{xz}$ but not $e_{yz}$.

What remains are squares and products of normal strains, and squares of shears. A threefold rotation about $[111]$ carries $x\to y\to z\to x$, so terms that it exchanges have equal coefficients. Three constants are left:

$$\begin{aligned}w={}&\tfrac12C_{11}(e_{xx}^2+e_{yy}^2+e_{zz}^2)\\&+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})\\&+2C_{44}(e_{xy}^2+e_{yz}^2+e_{xz}^2).\end{aligned}$$

The work done in a small change of strain is $dw=\sum_{ij}\sigma_{ij}\,de_{ij}$. The normal strain $e_{zz}$ occurs once in this sum, so

$$\sigma_{zz}=\frac{\partial w}{\partial e_{zz}}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy}).$$

The shear occurs twice, as $xz$ and $zx$. Hence $2\sigma_{xz}=\partial w/\partial e_{xz}=4C_{44}e_{xz}$, and

$$\sigma_{xz}=2C_{44}e_{xz},\qquad \sigma_{yz}=2C_{44}e_{yz}.$$

A stable crystal has $w>0$ for every nonzero strain. Three equal normal strains $e$ give $w=\tfrac32(C_{11}+2C_{12})e^2$. The strains $e_{xx}=-e_{yy}=e$ give $w=(C_{11}-C_{12})e^2$. Stability therefore requires

$$C_{11}+2C_{12}>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0.$$

Adding the first expression to twice the second gives $3C_{11}>0$, so the division by $C_{11}$ below is safe.

## 3. Why the vertical stress vanishes throughout the film

The free surface fixes the stress at the surface only. Force balance carries the condition inward. With the film's weight neglected, balance in direction $i$ reads

$$\partial_x\sigma_{ix}+\partial_y\sigma_{iy}+\partial_z\sigma_{iz}=0.$$

Far from the edges a uniform film looks the same at every $x$ and $y$, so the first two terms vanish. What remains is $\partial_z\sigma_{iz}=0$: each of $\sigma_{xz}$, $\sigma_{yz}$ and $\sigma_{zz}$ is independent of depth. All three are zero at the top surface, hence

$$\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0\quad\text{at every depth in the film.}$$

The substrate holds the film in the plane, but it does not push or pull it vertically.

The same equations show how edges spoil the argument. Let the in-plane stress $\sigma_\parallel$ vary over a lateral distance $L$ in a film of thickness $t$. Balance along $x$ gives $\sigma_{xz}/t\sim\sigma_\parallel/L$, so $\sigma_{xz}\sim\sigma_\parallel t/L$. Balance along $z$ then gives $\sigma_{zz}\sim\sigma_{xz}t/L\sim\sigma_\parallel(t/L)^2$. The vertical stress is negligible when $t\ll L$. The in-plane strain is more sensitive: the shear $\sigma_{xz}\sim\sigma_\parallel t/L$ also acts on the substrate and strains it, so the film's in-plane strain departs from the mismatch value by a fraction of order $t/L$. The relation between vertical and in-plane strain then holds with the local in-plane strains, not with $(a_s-a_f)/a_f$. The vertical stress itself is small only for $t\ll L$. Near an edge, or in an island about as tall as it is wide, it is not.

## 4. Solving for the strain

Since $C_{44}>0$, zero shear stress gives $e_{xz}=e_{yz}=0$: the film does not lean. Zero normal stress gives

$$C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})=0
\quad\Rightarrow\quad
e_{zz}=-\frac{C_{12}}{C_{11}}(e_{xx}+e_{yy}).$$

This form also covers unequal in-plane strains. For $e_{xx}=e_{yy}=e_\parallel$ the bracket is $2e_\parallel$, and the stated law follows. The factor two counts the two strained in-plane directions.

**Relation to Poisson's ratio.** Pull a cubic crystal along $x$ alone and leave its sides free. By symmetry $e_{yy}=e_{zz}=e'$, and $\sigma_{zz}=0$ reads $C_{11}e'+C_{12}(e_{xx}+e')=0$. Therefore

$$\nu=-\frac{e'}{e_{xx}}=\frac{C_{12}}{C_{11}+C_{12}}.$$

Since $1-\nu=C_{11}/(C_{11}+C_{12})$, we have $D=2\nu/(1-\nu)$, not $2\nu$. Take a stretched film with $C_{12}>0$. The stress along $y$ then also contracts $x$. A given in-plane strain thus needs more stress than each direction would need alone, by the factor $1/(1-\nu)$, and the vertical response grows with it.

## 5. The same result from the energy

Insert $e_{xx}=e_{yy}=e_\parallel$ and zero shears into $w$:

$$\begin{aligned}
w&=\tfrac12C_{11}(2e_\parallel^2+e_{zz}^2)+C_{12}(e_\parallel^2+2e_\parallel e_{zz})\\
&=(C_{11}+C_{12})e_\parallel^2+2C_{12}e_\parallel e_{zz}+\tfrac12C_{11}e_{zz}^2.
\end{aligned}$$

To complete the square, note that

$$\tfrac12C_{11}\left(e_{zz}+\frac{2C_{12}}{C_{11}}e_\parallel\right)^2
=\tfrac12C_{11}e_{zz}^2+2C_{12}e_\parallel e_{zz}+\frac{2C_{12}^2}{C_{11}}e_\parallel^2.$$

The last term is not present in $w$ and must be subtracted. Thus

$$w=\tfrac12C_{11}(e_{zz}+De_\parallel)^2+Me_\parallel^2,
\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

Because $C_{11}>0$, the minimum lies at $e_{zz}=-De_\parallel$. The energy left there is $Me_\parallel^2$. If the height were held fixed, $e_{zz}=0$, the energy would be $(C_{11}+C_{12})e_\parallel^2$.

The constant $M$ is the biaxial modulus, since the in-plane stress is

$$\sigma_\parallel=C_{11}e_\parallel+C_{12}(e_\parallel+e_\perp)
=(C_{11}+C_{12}-C_{12}D)e_\parallel=Me_\parallel.$$

The energy has no factor $\tfrac12$ because two directions each contribute $\tfrac12\sigma_\parallel e_\parallel$.

## 6. Volume and limiting cases

The volume ratio of strained to unstrained film is $(1+e_\parallel)^2(1+e_\perp)$. To first order the relative change is

$$\frac{\Delta V}{V}=2e_\parallel+e_\perp=2\left(1-\frac{C_{12}}{C_{11}}\right)e_\parallel.$$

Stability demands $C_{12}<C_{11}$, so a film compressed in the plane loses volume. If $C_{12}>0$ it grows taller, but this vertical expansion compensates only part of the in-plane contraction.

The limits follow from the factored form

$$M=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}},$$

whose numerator multiplies out to $C_{11}^2+C_{11}C_{12}-2C_{12}^2$.

- As $C_{12}\to C_{11}$, $D\to2$ and the volume is conserved to first order. The modulus $M$ tends to zero, because the crystal loses its resistance to a volume-conserving tetragonal distortion.
- At $C_{12}=0$ the directions are uncoupled, and the height does not respond.
- As $C_{12}\to-C_{11}/2$, $D\to-1$. The film expands equally in all directions when stretched in the plane, and $M\to0$ because the resistance to uniform expansion is lost.

Stable cubic crystals therefore have $-1<D<2$.

## 7. Worked example

Take round model parameters: $C_{11}=120$ GPa, $C_{12}=50$ GPa, $a_f=0.565$ nm and $a_s=0.560$ nm. They are treated as given without error. The strains are

$$e_\parallel=\frac{0.560-0.565}{0.565}=-0.885\,\%,\qquad D=\frac{2\times50}{120}=0.8333,$$

$$e_\perp=-0.8333\times(-0.885\,\%)=+0.737\,\%.$$

The vertical lattice parameter is $a_\perp=0.565\times1.00737=0.5692$ nm. The unit cell, a cube of edge 0.565 nm when unstrained, is now 0.560 nm wide and 0.5692 nm tall.

The first-order volume change is $2(1-50/120)(-0.885\,\%)=-1.032\,\%$. The full product of the three stretches gives $-1.038\,\%$. The difference comes from the products of strains dropped in the first-order formula.

The modulus and stress are

$$M=120+50-\frac{2\times50^2}{120}=128.3\ \text{GPa},$$

$$\sigma_\parallel=128.3\times(-0.00885)=-1.14\ \text{GPa}.$$

With these constants, a mismatch below one per cent thus produces a compressive stress above 1 GPa. This holds while the film stays coherent; above a critical thickness a real film relieves part of the stress by misfit dislocations. The stored energy is $Me_\parallel^2=10.05$ MJ/m³. With the height held fixed it would be $(C_{11}+C_{12})e_\parallel^2=13.31$ MJ/m³. Vertical relaxation removes about 25 % of the fixed-height energy; the substrate's constraint keeps the rest in the film.

## 8. Finding the unstrained lattice parameter

Diffraction can measure $a_\parallel$ and $a_\perp$, while $a_f$ may be unknown, as in an alloy film of unknown composition. Multiply the law by $a_f$:

$$a_\perp-a_f=-D(a_\parallel-a_f).$$

Collecting the terms in $a_f$ gives $a_\perp+Da_\parallel=(1+D)a_f$, so

$$a_f=\frac{a_\perp+Da_\parallel}{1+D}.$$

For $D>0$ this is a weighted mean of the two measured values, so $a_f$ lies between them. The formula does not require full coherence: if defects have partly relaxed a film, the measured $a_\parallel$ replaces $a_s$, provided that the remaining strain is uniform and equal along $x$ and $y$.

An error $\delta D$ in the elastic ratio shifts the answer by

$$\delta a_f=\frac{a_\parallel(1+D)-(a_\perp+Da_\parallel)}{(1+D)^2}\,\delta D
=\frac{a_\parallel-a_\perp}{(1+D)^2}\,\delta D.$$

In the example, $\delta D=0.1$ gives $\delta a_f=-0.0092\times0.1/1.8333^2=-0.00027$ nm. This is about 5 % of the 0.005 nm mismatch.

## 9. Another orientation: the (111) film

The constant $C_{44}$ dropped out because stretching along cube axes creates no shear in those axes. For a (111) film with equal in-plane strains this is no longer so. Let $\mathbf n=(1,1,1)/\sqrt3$ be the surface normal. The strain is $e_\parallel$ in the plane and $e_\perp$ along $\mathbf n$:

$$e_{ij}=e_\parallel\delta_{ij}+(e_\perp-e_\parallel)n_in_j,\qquad n_in_j=\tfrac13.$$

In the cube axes every normal strain is $(2e_\parallel+e_\perp)/3$ and every shear is $(e_\perp-e_\parallel)/3$. Every normal stress is therefore $p=(C_{11}+2C_{12})(2e_\parallel+e_\perp)/3$, and every shear stress is $s=2C_{44}(e_\perp-e_\parallel)/3$. The force per area on the surface is $\sum_j\sigma_{ij}n_j=(p+2s)n_i$. It points along $\mathbf n$ and vanishes when $p+2s=0$:

$$(C_{11}+2C_{12})(2e_\parallel+e_\perp)+4C_{44}(e_\perp-e_\parallel)=0,$$

$$\frac{e_\perp}{e_\parallel}=-\frac{2(C_{11}+2C_{12}-2C_{44})}{C_{11}+2C_{12}+4C_{44}}.$$

With $C_{11}$ and $C_{12}$ as before, $C_{44}=60$ GPa gives $-2\times100/460=-0.435$, and $C_{44}=40$ GPa gives $-2\times140/380=-0.737$. The (001) ratio is $-0.833$ in both cases. The two orientations agree for an elastically isotropic crystal, where $2C_{44}=C_{11}-C_{12}$: the fraction then becomes $-2(3C_{12})/(3C_{11})$.

## 10. A film made of atoms

An atomistic model shows where the continuum law stops. Take a diamond-structure film with $a_f=1$ and Keating forces. With $r_0^2=3/16$ the squared natural bond length, the energy is

$$E=2\alpha\sum_{\text{bonds}}(r^2-r_0^2)^2+2\beta\sum_{\text{angles}}\left(\mathbf r\cdot\mathbf r'+\tfrac13r_0^2\right)^2.$$

Here $\mathbf r$ and $\mathbf r'$ are two bonds leaving the same atom. The bond vectors are $(\pm1,\pm1,\pm1)/4$ in tetrahedral combinations.

**Elastic constants.** For small normal strains, $r^2$ changes by $(e_{xx}+e_{yy}+e_{zz})/8$. The product for two bonds with the same $z$ component changes by $(e_{zz}-e_{xx}-e_{yy})/8$; the other pairs follow by exchanging axes. There are 8 atoms per unit volume, each with two bonds (four, each shared) and two angles of each of the three types. Hence

$$w=\tfrac{\alpha}{2}(e_{xx}+e_{yy}+e_{zz})^2+\tfrac{\beta}{2}\left[(e_{zz}-e_{xx}-e_{yy})^2+\dots\right],$$

where the dots stand for the two exchanged terms. The coefficient of $e_{xx}^2$ is $(\alpha+3\beta)/2$ and that of $e_{xx}e_{yy}$ is $\alpha-\beta$. So $C_{11}=\alpha+3\beta$ and $C_{12}=\alpha-\beta$. For $\alpha=1$, $\beta=0.25$ these are 1.75 and 0.75, and $D=0.857$.

**The slab.** Put 24 layer spacings above a rigid cubic substrate, leave the top free, and minimise the energy over the spacings by numerical least squares. A vertical twofold axis through each atom rules out sideways forces. For in-plane strains of $\pm0.1\,\%$, the difference in mid-film vertical strain divided by the difference in $e_\parallel$ is $-0.85714$, equal to $-D$ to the digits given.

**Finite strain.** In a uniformly strained region the energy depends on the squared stretches. Replacing each $e$ in $w$ by $e+e^2/2$ therefore gives this model's energy without approximation, and its minimum obeys

$$e_\perp+\tfrac12e_\perp^2=-D\left(e_\parallel+\tfrac12e_\parallel^2\right).$$

Putting $e_\perp=-De_\parallel$ into the small quadratic term gives

$$e_\perp=-De_\parallel-\tfrac12D(1+D)e_\parallel^2+\dots$$

At $e_\parallel=-2\,\%$ the slab gives 1.683 % and the linear law 1.714 %. At $-4\,\%$ the values are 3.305 % and 3.429 %. Doubling the strain multiplies the deviation by 3.9, close to the factor 4 of a quadratic term. At $-4\,\%$ the law is too large by 3.7 % of the slab value. The size of this correction belongs to the model; another force law would have its own.

**The surface.** At $e_\parallel=-1\,\%$ the mid-film vertical strain is 0.849 %, but the top spacing is strained by 1.004 % and the next by 0.836 %. Let $s_i$ be the strain of spacing $i$. To leading order, the energy per atom in a layer, multiplied by 16, is

$$\sum_i\left[\alpha(s_i+2e_\parallel)^2+\beta(s_i-2e_\parallel)^2+\tfrac{\beta}{2}(s_i+s_{i+1})^2\right].$$

The last term comes from angles between an upward and a downward bond. The top spacing has no such partner above it. Let $d_i=s_i-e_\perp$ be the departure from the mid-film strain. Setting the derivative with respect to an interior $s_i$ to zero, and subtracting the same equation for uniform strain, gives

$$\beta d_{i-1}+(2\alpha+4\beta)d_i+\beta d_{i+1}=0.$$

Try $d\propto q^n$, with $n$ counted downward from the top. For $\beta/\alpha=0.25$ this gives $q^2+12q+1=0$, whose decaying root is $q=-6+\sqrt{35}=-0.084$. The departure changes sign from one spacing to the next and shrinks about twelvefold. The sign at the top follows from the missing partner. The equation for the top spacing, minus the interior equation for uniform strain, is

$$(2\alpha+3\beta)d_{\text{top}}+\beta d_{\text{next}}=2\beta e_\perp.$$

With $d_{\text{next}}=q\,d_{\text{top}}$ this gives $d_{\text{top}}=0.18\,e_\perp$. The top spacing is therefore strained more than the middle of the film, and the next slightly less.

The substrate disturbs the spacings next to it as well. Its own spacing is fixed at the strain $e_\parallel$, so the departure there is $e_\parallel-e_\perp$, and it decays into the film by the same factor $q$ per spacing. The law describes the film between these two zones, each a few layers thick. The model surface keeps its bulk bonding pattern; a real surface may rearrange its bonds and have a different profile.

All numerical values are calculated from the stated model.
